**Chiral protection of the electron mass at one loop**

For a fermion of mass m much smaller than the cutoff Λ, the one-loop QED mass shift is δm = (3α/4π) m [ln(Λ²/m²) + 1/2]. Here α is the fine-structure constant and Λ is the mass of the subtracted regulator photon; ħ = c = 1. With explicit Dirac matrices the program asserts that the unit-matrix part of the numerator vanishes at m = 0 for a one-loop line, a crossed two-loop line and a line with a Coulomb insertion. It also asserts that a Pauli-moment vertex removes this protection. The shift from quadrature of the matrix-valued loop integral is asserted to agree with a one-dimensional radial integral, which is in turn compared with a Feynman-parameter integral for all listed masses except the heaviest. Both limits are asserted: the logarithmic form for a light fermion and the static Coulomb energy αΛ/2 for a heavy one. For the electron with Λ = 1000 electron masses the output gives δm = 0.02494 electron masses, or 12.74 keV, against a static value of 3.65 electron masses. At the same Λ, δm falls almost in proportion to m for light fermions, while δm/m grows logarithmically.

## Check in Python

```python
"""
Result under test: the one-loop QED mass shift of a fermion of mass m is
    delta_m = (3 alpha / 4 pi) m [ln(Lambda^2/m^2) + 1/2]   for m << Lambda,
so it vanishes with m, because vector vertices preserve chirality.
Symbols: alpha = fine-structure constant, Lambda = mass of the subtracted
regulator photon, Sigma = m A + pslash B = self-energy in Feynman gauge.
Units: hbar = c = 1, masses in electron masses; metric (+,-,-,-).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

alpha = const.fine_structure
electron_kev = const.m_e * const.c**2 / const.e / 1e3
planck_ratio = const.physical_constants["Planck mass"][0] / const.m_e

# Dirac matrices in the standard representation
one2, zero2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gamma = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
unit = np.eye(4)


def slash(k):
    return sum(metric[i] * k[i] * gamma[i] for i in range(4))


def contract(matrix):
    """gamma^mu matrix gamma_mu, also for stacks of matrices."""
    return sum(metric[i] * gamma[i] @ matrix @ gamma[i] for i in range(4))


def scalar_part(matrix):
    return (np.trace(matrix) / 4).real


# --- chiral rotation: vector terms invariant, mass term not
rotation = expm(0.7j * gamma5)
for g in gamma:
    assert np.allclose(rotation @ g @ rotation, g)
assert not np.allclose(rotation @ rotation, unit)

# --- counting gamma matrices on explicit numerators
k1 = np.array([1.3, 0.4, -0.7, 0.2])
k2 = np.array([0.5, -1.1, 0.3, 0.9])
k3 = np.array([-0.8, 0.6, 1.2, -0.4])
assert np.allclose(contract(slash(k1)), -2 * slash(k1))
assert np.allclose(contract(unit), 4 * unit)


def one_loop(m):
    return contract(slash(k1) + m * unit)


def crossed_two_loop(m):
    s1, s2, s3 = [slash(k) + m * unit for k in (k1, k2, k3)]
    return sum(metric[a] * metric[b] * gamma[a] @ s1 @ gamma[b] @ s2
               @ gamma[a] @ s3 @ gamma[b]
               for a in range(4) for b in range(4))


def coulomb_insertion(m):
    return contract((slash(k1) + m * unit) @ gamma[0]
                    @ (slash(k2) + m * unit))


numerators = {"one loop": one_loop, "crossed two loop": crossed_two_loop,
              "Coulomb insertion": coulomb_insertion}
for numerator in numerators.values():
    assert np.allclose(gamma5 @ numerator(0.6) @ gamma5, -numerator(-0.6))
    assert abs(scalar_part(numerator(0.0))) < 1e-12
    assert abs(scalar_part(numerator(0.6))) > 1e-3
    assert np.abs(numerator(0.0)).max() > 1e-3


def closed_loop(m):
    return np.trace(gamma[1] @ (slash(k1) + m * unit)
                    @ gamma[1] @ (slash(k2) + m * unit)).real


assert np.isclose(closed_loop(0.6), closed_loop(-0.6))
assert abs(closed_loop(0.6) - closed_loop(0.0)) > 1e-3

# --- control: one Pauli-moment vertex and one vector vertex, m = 0, p = 0
k_squared = np.sum(metric * k1**2)
pauli_numerator = np.zeros((4, 4), complex)
for i in range(4):
    # i sigma^{mu nu} k_nu = -(1/2) [gamma^mu, kslash]
    moment = -0.5 * (gamma[i] @ slash(k1) - slash(k1) @ gamma[i])
    pauli_numerator += metric[i] * (gamma[i] @ slash(k1) @ moment
                                    - moment @ slash(k1) @ gamma[i])
pauli_coefficient = scalar_part(pauli_numerator) / k_squared
assert np.allclose(pauli_numerator, 6 * k_squared * unit)


# --- mass shift from the matrix-valued loop integral
def shift_from_matrices(m, cutoff):
    """Return m*A and m*B on shell by quadrature over Euclidean q."""
    t, wt = np.polynomial.legendre.leggauss(300)
    low = np.log(1e-8 * min(m, cutoff))
    high = np.log(1e4 * max(m, cutoff))
    q = np.exp(0.5 * (high - low) * t + 0.5 * (high + low))[:, None]
    dq = q * (0.5 * (high - low) * wt)[:, None]
    # psi = pi/2 - theta; sinh map resolves the narrow peak at psi = 0
    t, wt = np.polynomial.legendre.leggauss(200)
    width = q / (2 * m)
    vmax = np.arcsinh(np.pi / (2 * width))
    psi = width * np.sinh(vmax * t)
    dpsi = width * np.cosh(vmax * t) * vmax * wt
    q4, q3 = q * np.sin(psi), q * np.cos(psi)
    electron = ((m - 1j * q4)[..., None, None] * gamma[0]
                + q3[..., None, None] * gamma[3] + m * unit)
    top = contract(electron)
    photon = cutoff**2 / (q**2 * (q**2 + cutoff**2))
    weight = (4 * np.pi * alpha / (2 * np.pi)**4 * 4 * np.pi * q**3 * dq
              * np.cos(psi)**2 * dpsi * photon / (q**2 + 2j * m * q4))
    scalar = np.trace(top, axis1=-2, axis2=-1) / 4
    vector = np.trace(gamma[0] @ top, axis1=-2, axis2=-1) / 4
    return np.sum(weight * scalar).real, np.sum(weight * vector).real


def shift_radial(m, cutoff):
    """One-dimensional integral over a = q^2/(4 m^2), in ln(a)."""
    big = cutoff**2 / (4 * m**2)

    def integrand(u):
        a = np.exp(u)
        s = np.sqrt(1 + 1 / a)
        return (s + 2) / (s + 1)**2 * big / (big + a)

    edges = sorted([-60.0, 0.0, np.log(big), max(np.log(big), 0) + 45])
    total = sum(quad(integrand, x, y, limit=400, epsabs=1e-13,
                     epsrel=1e-11)[0] for x, y in zip(edges, edges[1:]))
    return alpha * m / np.pi * total


def shift_feynman(m, cutoff):
    """Feynman-parameter integral, y = 1 - x."""
    ratio = (cutoff / m)**2
    value = quad(lambda y: (1 + y) * (np.log(y**2 + (1 - y) * ratio)
                                      - 2 * np.log(y)), 0, 1, limit=400)[0]
    return alpha * m / (2 * np.pi) * value


def shift_log(m, cutoff):
    return 3 * alpha * m / (4 * np.pi) * (2 * np.log(cutoff / m) + 0.5)


cutoff = 1000.0
masses = [1e6, 1e3, 1.0, 0.1, 0.01]
matrix_shifts = {}
for m in masses:
    parts = shift_from_matrices(m, cutoff)
    matrix_shifts[m] = parts
    assert np.isclose(sum(parts), shift_radial(m, cutoff), rtol=1e-5)
for m in masses[1:]:
    assert np.isclose(shift_feynman(m, cutoff), shift_radial(m, cutoff),
                      rtol=1e-6)
for m in masses[2:]:
    # corrections to the logarithmic form are of relative order (m/Lambda)^2
    assert np.isclose(sum(matrix_shifts[m]), shift_log(m, cutoff), rtol=1e-4)

# --- heavy fermion: static Coulomb field energy with the same regulator
static = alpha / np.pi * cutoff * quad(lambda x: 1 / (1 + x * x),
                                       0, np.inf)[0]
assert np.isclose(static, alpha * cutoff / 2, rtol=1e-8)
# first correction is of relative order Lambda/m = 1e-3
assert np.isclose(sum(matrix_shifts[1e6]), static, rtol=3e-3)

# --- light fermion: shift goes to zero, almost linearly in m
tiny = [shift_radial(m, cutoff) for m in (1e-2, 1e-5, 1e-8)]
assert tiny[0] > 500 * tiny[1] > 500 * 500 * tiny[2] > 0
step = 1e-2
slope = np.log(shift_radial(np.exp(step), cutoff)
               / shift_radial(np.exp(-step), cutoff)) / (2 * step)
assert np.isclose(slope, 1 - 2 / (2 * np.log(cutoff) + 0.5), atol=1e-3)


# --- massless fermion at spacelike p^2 = -P^2 with P = 1: B is not zero
def massless_b_direct():
    t, wt = np.polynomial.legendre.leggauss(400)
    theta = 0.5 * np.pi * (t + 1)
    total = 0.0
    for low, high in ((np.log(1e-6), 0.0), (0.0, np.log(1e4 * cutoff))):
        k = np.exp(0.5 * (high - low) * t + 0.5 * (high + low))[:, None]
        dk = k * (0.5 * (high - low) * wt)[:, None]
        q2 = (k - 1)**2 + 4 * k * np.sin(theta / 2)**2
        photon = cutoff**2 / (q2 * (q2 + cutoff**2))
        total += np.sum(k * dk * np.sin(theta)**2 * 0.5 * np.pi * wt
                        * (-2 * k * np.cos(theta)) * photon)
    return alpha / np.pi**2 * total


b_direct = massless_b_direct()
b_feynman = -alpha / (2 * np.pi) * quad(
    lambda y: (1 - y) * (np.log(y + cutoff**2) - np.log(y)), 0, 1)[0]
# the integrand has a kink at k = p, which limits the direct quadrature
assert np.isclose(b_direct, b_feynman, rtol=2e-3)

# --- output
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"electron rest energy = {electron_kev:.4f} keV")
print("Scalar (even-gamma) part of numerators, arbitrary units:")
for name, numerator in numerators.items():
    print(f"  {name}: m=0 {abs(scalar_part(numerator(0.0))):.3f},"
          f" m=0.6 {scalar_part(numerator(0.6)):.3f},"
          f" m=-0.6 {scalar_part(numerator(-0.6)):.3f}")
print(f"Pauli-moment control, numerator/k^2 at m=0: {pauli_coefficient:.3f}")
print(f"Massless B at P=1 m_e, Lambda=1000 m_e: {b_feynman:.6f}")
print(f"  same by direct quadrature: {b_direct:.6f}")
part_a, part_b = matrix_shifts[1.0]
total = part_a + part_b
print(f"Electron, Lambda = {cutoff:.0f} m_e:")
print(f"  ln(Lambda^2/m^2) = {2 * np.log(cutoff):.4f}")
print(f"  prefactor 3 alpha/(4 pi) = {3 * alpha / (4 * np.pi):.7f}")
print(f"  part m*A = {part_a:.6f} m_e")
print(f"  part m*B = {part_b:.6f} m_e")
print(f"  delta_m, matrix quadrature = {total:.6f} m_e")
print(f"  delta_m, radial integral   = {shift_radial(1, cutoff):.6f} m_e")
print(f"  delta_m, Feynman parameter = {shift_feynman(1, cutoff):.6f} m_e")
print(f"  delta_m, logarithmic form  = {shift_log(1, cutoff):.6f} m_e")
print(f"  delta_m in energy = {total * electron_kev:.3f} keV")
print(f"  local power d ln(delta_m)/d ln(m) = {slope:.4f}")
print(f"  static Coulomb energy alpha*Lambda/2 = {static:.4f} m_e")
print("Fixed Lambda = 1000 m_e, varied fermion mass m:")
for m in masses:
    shift = sum(matrix_shifts[m])
    print(f"  m = {m:.6g} m_e: delta_m = {shift:.6g} m_e,"
          f" delta_m/m = {shift / m:.4g}")
print("Fixed m = 1 m_e, varied Lambda:")
for lam in (10.0, 1e3, 1e6, planck_ratio):
    print(f"  Lambda = {lam:.4g} m_e: delta_m = {shift_radial(1, lam):.5f}"
          f" m_e, static alpha*Lambda/2 = {alpha * lam / 2:.4g} m_e")
assert np.isclose(shift_radial(1, planck_ratio), shift_log(1, planck_ratio),
                  rtol=1e-6)
print("tests ok")
```

It prints:

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.9990 keV
Scalar (even-gamma) part of numerators, arbitrary units:
  one loop: m=0 0.000, m=0.6 2.400, m=-0.6 -2.400
  crossed two loop: m=0 0.000, m=0.6 0.720, m=-0.6 -0.720
  Coulomb insertion: m=0 0.000, m=0.6 4.320, m=-0.6 -4.320
Pauli-moment control, numerator/k^2 at m=0: 6.000
Massless B at P=1 m_e, Lambda=1000 m_e: -0.008894
  same by direct quadrature: -0.008894
Electron, Lambda = 1000 m_e:
  ln(Lambda^2/m^2) = 13.8155
  prefactor 3 alpha/(4 pi) = 0.0017421
  part m*A = 0.034414 m_e
  part m*B = -0.009474 m_e
  delta_m, matrix quadrature = 0.024939 m_e
  delta_m, radial integral   = 0.024939 m_e
  delta_m, Feynman parameter = 0.024939 m_e
  delta_m, logarithmic form  = 0.024939 m_e
  delta_m in energy = 12.744 keV
  local power d ln(delta_m)/d ln(m) = 0.8603
  static Coulomb energy alpha*Lambda/2 = 3.6487 m_e
Fixed Lambda = 1000 m_e, varied fermion mass m:
  m = 1e+06 m_e: delta_m = 3.64694 m_e, delta_m/m = 3.647e-06
  m = 1000 m_e: delta_m = 2.57914 m_e, delta_m/m = 0.002579
  m = 1 m_e: delta_m = 0.0249393 m_e, delta_m/m = 0.02494
  m = 0.1 m_e: delta_m = 0.0032962 m_e, delta_m/m = 0.03296
  m = 0.01 m_e: delta_m = 0.000409847 m_e, delta_m/m = 0.04098
Fixed m = 1 m_e, varied Lambda:
  Lambda = 10 m_e: delta_m = 0.00899 m_e, static alpha*Lambda/2 = 0.03649 m_e
  Lambda = 1000 m_e: delta_m = 0.02494 m_e, static alpha*Lambda/2 = 3.649 m_e
  Lambda = 1e+06 m_e: delta_m = 0.04901 m_e, static alpha*Lambda/2 = 3649 m_e
  Lambda = 2.389e+22 m_e: delta_m = 0.18041 m_e, static alpha*Lambda/2 = 8.717e+19 m_e
tests ok
```
